# Adiabatic heating of a racetrack by a nanosecond current pulse

## Problem

A racetrack memory moves magnetic domain walls along a metal strip by current pulses. Take a strip with resistivity $\rho = 200$ nΩ m and heat capacity per volume $C = 3.5$ MJ/(m³ K). It starts at 300 K and carries a current density $J = 10^{12}$ A/m² ($10^{8}$ A/cm²) during a rectangular pulse of length $t_p = 1$ ns.

(a) By how much does the strip warm if no heat leaves it?

(b) How far do sloping pulse edges and temperature-dependent material properties move this estimate?

(c) The strip is 20 nm thick, 200 nm wide and 5 µm long, and lies on 300 nm of silicon oxide. Is the neglect of heat loss justified?

For (c), use these rough values for the oxide: thermal conductivity $k_s = 1.4$ W/(m K) and heat capacity per volume $C_s = 1.65$ MJ/(m³ K).

## Solution

### (a) The rise without heat loss

Let $\theta(t)$ be the temperature rise above 300 K. The current is imposed and spread uniformly over the cross-section, and $\rho$ and $C$ are constant for now.

The first quantity needed is the heat released per volume and time, $p$. Consider $n$ carriers per volume, each of charge $q$ and mass $m$. A field $E$ gives them the acceleration $a = qE/m$ between collisions. In the simplest model of resistance, the free times $t$ are random with probability density $e^{-t/\tau}/\tau$. Integration by parts gives

$$\langle t\rangle=\tau,\qquad \langle t^2\rangle=2\tau^2 .$$

A carrier that leaves a collision with velocity $u$ along the field gains, during its free time, the kinetic energy

$$\tfrac12 m(u+at)^2-\tfrac12 mu^2 = m u a t+\tfrac12 m a^2t^2 .$$

Collisions leave $u$ with random sign, so the first term averages to zero. The second averages to $\tfrac12 ma^2\cdot 2\tau^2 = ma^2\tau^2$. In a steady state this energy is handed to the lattice at the next collision. Each carrier collides $1/\tau$ times per unit time, hence

$$p = n\,\frac{ma^2\tau^2}{\tau}= nma^2\tau=\frac{nq^2\tau}{m}E^2 .$$

The current follows from the same flights. The mean displacement due to the field is $\tfrac12 a\langle t^2\rangle = a\tau^2$ per flight, and a flight lasts $\tau$ on average. The drift velocity is therefore $a\tau$, and

$$J = nqa\tau=\frac{nq^2\tau}{m}E .$$

Comparison with $E=\rho J$ identifies $\rho = m/(nq^2\tau)$, so that

$$p = JE=\rho J^2 .$$

The microscopic quantities have dropped out. This agrees with the work done by the field: the force $qE$ on $n$ carriers of drift velocity $J/(nq)$ delivers the power $JE$ per volume.

With no heat leaving, all of $p$ raises the temperature:

$$C\frac{d\theta}{dt}=\rho J^2,\qquad \theta(0)=0 .$$

The right side is constant during the pulse. Integration from 0 to $t_p$ gives the adiabatic rise

$$\boxed{\theta_0=\frac{\rho J^2t_p}{C}}$$

The numbers are

$$\rho J^2 = (2.00\times10^{-7})(10^{12})^2 = 2.00\times10^{17}\ \text{W/m}^3,$$

$$\rho J^2t_p = (2.00\times10^{17})(10^{-9}) = 2.00\times10^{8}\ \text{J/m}^3,$$

$$\theta_0=\frac{2.00\times10^{8}}{3.5\times10^{6}}\ \text{K}\approx 57\ \text{K}.$$

The strip would end the pulse at about 357 K.

The dimensions of the strip do not enter, because heat released and heat capacity both grow in proportion to volume. The given strip shows this in circuit terms. Its cross-section carries 4.00 mA and its resistance is 250 Ω, so the voltage is 1.00 V and the power 4.00 mW. In 1 ns that is 4.00 pJ. The whole strip has the heat capacity $7.00\times10^{-14}$ J/K, and the quotient is again 57 K.

The rise is linear in pulse length and quadratic in current density. For an adiabatic rise of 10 K in the same 1 ns, the current density must be

$$J=\sqrt{\frac{C\,(10\ \text{K})}{\rho t_p}}=4.18\times10^{11}\ \text{A/m}^2 .$$

Less than half the current density thus brings the heating down by a factor of nearly six.

### (b) Pulse edges and changing properties

**Edges.** Let the current rise and fall linearly, each in a time $r$, with the width at half maximum kept at $t_p$. The flat top then lasts $t_p-r$. Heating follows the square of the current, so each edge contributes

$$\int_0^r\left(\frac{t}{r}\right)^2dt=\frac r3$$

to the effective duration. The total is $t_p-r+2r/3=t_p-r/3$, and

$$\theta=\theta_0\left(1-\frac{r}{3t_p}\right).$$

For $r=0.10$ ns the rise is 55.2 K, which is 3% below $\theta_0$.

**Resistivity.** A metal's resistivity usually grows with temperature. Write it as $\rho(1+\alpha\theta)$, with a rough coefficient $\alpha=0.0020$ K⁻¹. At fixed $J$,

$$\frac{d\theta}{dt}=\frac{\theta_0}{t_p}(1+\alpha\theta).$$

Separating the variables and integrating over the pulse gives

$$\frac1\alpha\ln(1+\alpha\theta)=\theta_0
\quad\Rightarrow\quad
\theta=\frac{e^{\alpha\theta_0}-1}{\alpha}=60.5\ \text{K}.$$

For $\alpha\to0$ the exponential expands to $1+\alpha\theta_0$, and the constant-property result returns. At fixed voltage the sign of the effect would be reversed, since the heating would then be $E^2/\rho$.

**Heat capacity.** If the heat capacity also grows, as $C(1+\beta\theta)$, the equation becomes

$$\frac{d\theta}{dt}=\frac{\theta_0}{t_p}\,\frac{1+\alpha\theta}{1+\beta\theta}.$$

To first order in the small products $\alpha\theta$ and $\beta\theta$, the fraction is $1+(\alpha-\beta)\theta$. Inserting the leading solution $\theta=\theta_0t/t_p$ there and integrating gives

$$\theta\approx\theta_0\left[1+\tfrac12(\alpha-\beta)\theta_0\right].$$

With a rough $\beta=0.0010$ K⁻¹ the bracket is 1.029. Numerical integration of the full equation gives 58.7 K. The two changes partly cancel, and for these coefficients constant properties are good to about 3%.

**Electrons and lattice.** The current heats the electrons first. Let their heat capacity be $C_e$, that of the lattice $C_l=C-C_e$, and let heat flow between them at the rate $g\delta$ per volume, where $\delta=\theta_e-\theta_l$. Then

$$C_e\dot\theta_e=p-g\delta,\qquad C_l\dot\theta_l=g\delta .$$

Dividing each equation by its heat capacity and subtracting gives

$$\dot\delta=\frac{p}{C_e}-g\delta\left(\frac1{C_e}+\frac1{C_l}\right)=\frac{p}{C_e}-\frac{gC}{C_eC_l}\,\delta .$$

The difference settles at the value where the right side vanishes, $\delta=pC_l/(gC)$. With the rough values $g=5\times10^{17}$ W/(m³ K) and $C_e=0.30$ MJ/(m³ K) this is 0.37 K. The settling time $C_eC_l/(gC)$ is about half a picosecond, so one temperature suffices for a pulse of 1 ns.

### (c) Heat loss to the oxide

**A wide film.** Suppose first that the film is much wider than the distance heat travels in the oxide, that its temperature is uniform across its thickness $d$, and that the thermal contact is perfect. Treat the oxide as infinitely deep. Heat diffuses over a distance of order $\sqrt{k_st_p/C_s}\approx 29$ nm during the pulse, much less than the 300 nm available.

Let $T(z,t)$ be the temperature rise in the oxide at depth $z$. It obeys

$$C_s\frac{\partial T}{\partial t}=k_s\frac{\partial^2T}{\partial z^2},\qquad T(z,0)=0,\qquad T(0,t)=\theta(t).$$

A Laplace transform in time, marked by a hat and with variable $s$, turns the time derivative into a factor $s$. The solution that vanishes at large depth is

$$\hat T=\hat\theta\,e^{-z\sqrt{sC_s/k_s}} .$$

The flux into the oxide is $-k_s\,\partial\hat T/\partial z$ at $z=0$, which equals

$$k_s\sqrt{\frac{sC_s}{k_s}}\,\hat\theta=e\sqrt s\,\hat\theta,\qquad e=\sqrt{k_sC_s}.$$

The constant $e$ is the thermal effusivity of the oxide, here 1520 J/(m² K s$^{1/2}$).

Per area, the film stores $Cd\,\theta$ and receives the power $pd$. The transform of the constant $pd$ is $pd/s$, so

$$Cd\,s\,\hat\theta=\frac{pd}{s}-e\sqrt s\,\hat\theta .$$

With $b=e/(Cd)$ this gives

$$\hat\theta=\frac pC\,\frac{1}{s^{3/2}(\sqrt s+b)}
=\frac pC\left[\frac{1}{b\,s^{3/2}}-\frac{1}{b\,s(\sqrt s+b)}\right].$$

The second form is confirmed by putting the bracket over a common denominator: the numerator is $(\sqrt s+b)-\sqrt s=b$.

Two inverse transforms are needed. The substitution $t=u^2$ shows that

$$\int_0^\infty\frac{e^{-st}}{\sqrt{\pi t}}\,dt=\frac{2}{\sqrt\pi}\int_0^\infty e^{-su^2}du=\frac1{\sqrt s}.$$

Integrating a function from 0 to $t$ divides its transform by $s$, so $s^{-3/2}$ belongs to $2\sqrt{t/\pi}$.

For the other term, consider $y(t)=e^{b^2t}\,\mathrm{erfc}(b\sqrt t)$, where $\mathrm{erfc}(x)=\frac{2}{\sqrt\pi}\int_x^\infty e^{-u^2}du$. Differentiation gives

$$\dot y=b^2y-\frac{b}{\sqrt{\pi t}},\qquad y(0)=1 .$$

Its transform is $s\hat y-1=b^2\hat y-b/\sqrt s$, hence

$$\hat y=\frac{1-b/\sqrt s}{s-b^2}=\frac{1}{\sqrt s(\sqrt s+b)} .$$

Therefore $1-y$ has the transform

$$\frac1s-\frac1{\sqrt s(\sqrt s+b)}=\frac{b}{s(\sqrt s+b)},$$

and $1/[s(\sqrt s+b)]$ belongs to $(1-y)/b$. Collecting the terms,

$$\theta(t)=\frac pC\left[\frac{2}{b}\sqrt{\frac t\pi}-\frac{1-y(t)}{b^2}\right].$$

Set $t=t_p$, divide by $\theta_0=pt_p/C$, and define $x=b\sqrt{t_p}=e\sqrt{t_p}/(Cd)$. The fraction of the adiabatic rise that remains is

$$f(x)=\frac{\theta}{\theta_0}=\frac{1}{x^2}\left[\frac{2x}{\sqrt\pi}-1+e^{x^2}\mathrm{erfc}(x)\right].$$

**Short pulses.** The function $Y(x)=e^{x^2}\mathrm{erfc}(x)$ obeys $Y'=2xY-2/\sqrt\pi$ with $Y(0)=1$. Matching powers of $x$ gives

$$Y=1-\frac{2x}{\sqrt\pi}+x^2-\frac{4x^3}{3\sqrt\pi}+\dots,\qquad
f\approx1-\frac{4x}{3\sqrt\pi}.$$

For perfect contact the adiabatic formula thus requires $x\ll1$, or $t_p\ll(Cd/e)^2$. Since $x$ grows as the square root of time, the loss sets in early. A finite contact conductance delays it: the lost fraction then grows at first nearly in proportion to time. For the 20 nm film at 0.02 ns it is about 1% with $10^8$ W/(m² K), against about 7% with perfect contact.

**Long pulses.** For large $x$, $Y$ tends to zero. This follows from $\int_x^\infty e^{-u^2}du<\int_x^\infty (u/x)e^{-u^2}du=e^{-x^2}/(2x)$. Then $f\approx2/(\sqrt\pi\,x)$, and

$$\theta\approx\frac{2pd}{e}\sqrt{\frac{t_p}{\pi}} .$$

The rise now grows as the square root of pulse length and no longer depends on the film's heat capacity, because most of the heat is in the oxide. This limit is approached slowly, with a relative error of order $1/x$, and it fails once heat reaches the bottom of the oxide or spreads sideways beyond the track width. For the strip of this problem sideways spreading matters before the limit is reached. At 10 ns the formula gives 297 K, the full wide-film result is 205 K, and the 200 nm strip reaches about 165 K, all for perfect contact and constant properties. Rises of this size are too large for a constant resistivity: with $\alpha=0.0020$ K⁻¹ and constant heat capacity the strip reaches about 214 K.

**The numbers.** For the 20 nm film, $Cd=0.070$ J/(m² K), so

$$\left(\frac{Cd}{e}\right)^2=2.12\ \text{ns},\qquad x=\sqrt{\frac{1.00}{2.12}}=0.687,\qquad f=0.649 .$$

The pulse is not short compared with 2.12 ns. The rise is $0.649\times57.1\approx37$ K, and about 35% of the heat has entered the oxide. A direct numerical solution of the heat equation, with the film's conductivity set to 1000 W/(m K) to keep its temperature nearly uniform, also gives 37.1 K.

**The actual strip.** A 200 nm strip also loses heat sideways through the oxide near its edges. The heat equation was solved in the cross-section, with a track conductivity of 37 W/(m K). For perfect contact the mean rise of the strip is 36.1 K on cells of 5 nm × 2.5 nm, and refining the mesh lowers it to about 35.9 K. The difference of about 1 K from the wide film comes from the edges, which lower the rise by about 1.3 K. The lower track conductivity acts the other way and raises it by 0.1 to 0.2 K.

A real interface resists heat flow. With a rough contact conductance of $10^8$ W/(m² K), and everything else held fixed, the mean rise is 42.7 K, and 25% of the heat is lost. The figure depends on the assumed conductance: half this value gives 46 K, twice this value 40 K. In the same calculation a contact that passes practically no heat returns 57.1 K, the adiabatic value.

| Case | Rise (K) | Relative to $\theta_0$ |
|---|---:|---:|
| Adiabatic, constant properties | 57.1 | – |
| Adiabatic, 0.10 ns edges | 55.2 | −3% |
| Adiabatic, $\rho$ changes | 60.5 | +6% |
| Adiabatic, $\rho$ and $C$ change | 58.7 | +3% |
| Wide film, perfect contact | 37.1 | −35% |
| Strip, perfect contact | 35.9 | −37% |
| Strip, imperfect contact | 42.7 | −25% |

Each row changes the adiabatic model as named; the effects in rows two to four are not included in the last three. Including $\alpha=0.0020$ K⁻¹ alone would raise each of the two strip rows by about 2 K.

**When the loss is small.** For a wide film, $f=0.9$ at $x=0.146$. With $d=20$ nm this corresponds to a pulse of 0.045 ns. With a pulse of 1 ns it corresponds to a thickness of 94 nm. Both figures are estimates of scale, for perfect contact. Heat needs a time of order $Cd^2/k$ to cross a film of conductivity $k$. At 37 W/(m K) this is 0.04 ns for 20 nm and 0.8 ns for 94 nm, close to the pulse length in each case, so the film temperature is not fully uniform. Solving the wide film with this conductivity moves the two figures only to 0.050 ns and 90 nm. The contact matters more: with $10^8$ W/(m² K) they become 0.25 ns and 56 nm.

## Reading the result

The value of 57 K answers the adiabatic question. For constant properties and the given pulse it is an upper bound on the mean rise: as long as the surroundings start at the strip's temperature and have no heat source of their own, they can take up heat but not supply any. Leads and contacts carry the same current, and if they heat more strongly than the strip they can lift it above this value. Without loss to the oxide, a 10 Ω contact at each end that passes half its heat to the strip gives a mean rise of about 59 K. The bound does not cover a resistivity that grows with temperature, as the 60.5 K in the table shows.

The parameters lie in the regime of a nickel-iron racetrack on oxidised silicon. A resistivity of 200 nΩ m is a plausible rough value for a thin nickel-iron film, and $10^{12}$ A/m² is a high but relevant current density for moving walls by spin-transfer torque. Of the assumptions tested here, thermal isolation fails most strongly. For the strip treated here it moves the estimate from 57 K to about 43 K with the assumed contact, or to about 36 K with perfect contact. Many tracks driven by spin-orbit torque are only a few nanometres thick. Since $x$ is proportional to $1/d$, the wide-film model predicts a larger fractional loss for them at the same pulse length and heat capacity.

Two smaller paths for heat were left out. Along the track, heat diffuses about $\sqrt{kt_p/C}\approx0.1$ µm during the pulse, so the ends affect a small part of the 5 µm length. Ends held at the starting temperature would lower the mean rise by about 3%, comparable to the corrections of part (b). Gas above the track would carry away some heat as well, but its effusivity is far below that of the oxide.

The estimate also concerns a single pulse from a cold start. If a second equal pulse arrives before the heat has left, its rise adds to what remains of the first. In the adiabatic model with constant properties, two pulses give 114 K. Under a long pulse train the peak rise, for constant properties, is the single-pulse rise plus what earlier pulses have left behind. The remainder depends on how fast the oxide and the silicon below it remove heat, which the single-pulse formula does not describe. For this cross-section with the assumed contact, constant properties, no loss through the ends and the silicon held at 300 K, the remainder is about 28 K for 1 ns pulses repeated every 10 ns, about 6 K at a period of 30 ns and about 0.5 K at 100 ns. Over a train the ends matter more than in a single pulse: held at 300 K, they lower these figures to about 24 K, 5 K and 0.4 K for the 5 µm strip. A rising resistivity acts the other way: with $\alpha=0.0020$ K⁻¹ and no loss through the ends, the peak rise at the 10 ns period is about 79 K instead of 70 K. It matters for closely spaced pulses, while for widely spaced ones the single pulse sets the peak.

## Values computed for the example and the checks

```
resistivity: 200 nohm m
heat capacity: 3.50 MJ/(m3 K)
current density: 1.0e+12 A/m2
current density, converted: 1.0e+08 A/cm2
pulse length: 1.00 ns
start temperature: 300 K
track thickness: 20 nm
track width: 200 nm
track length: 5.00 um
electric field: 0.200 V/um
heat per volume and time: 2.00e+17 W/m3
heat per volume in pulse: 2.00e+08 J/m3
current: 4.00 mA
resistance: 250.0 ohm
voltage: 1.00 V
power: 4.00 mW
pulse energy: 4.00 pJ
track heat capacity: 7.00e-14 J/K
ADIABATIC RISE: 57.14 K
adiabatic final temperature: 357.1 K
adiabatic rise, isolated strip solved: 57.14 K
edge duration: 0.10 ns
adiabatic rise with pulse edges: 55.24 K
resistivity coefficient: 0.0020 1/K
heat-capacity coefficient: 0.0010 1/K
adiabatic rise, changing resistivity: 60.54 K
adiabatic rise, both changing: 58.74 K
electron-lattice coupling: 5.0e+17 W/(m3 K)
electron heat capacity: 0.30 MJ/(m3 K)
electron lead over lattice: 0.37 K
oxide conductivity: 1.40 W/(m K)
oxide heat capacity: 1.65 MJ/(m3 K)
oxide thickness: 300 nm
track thermal conductivity: 37 W/(m K)
contact conductance: 1.0e+08 W/(m2 K)
oxide effusivity: 1520 J/(m2 K s^0.5)
loss time (C d/e)^2: 2.12 ns
loss number x: 0.687 (no unit)
retained fraction, wide film: 0.649 (no unit)
rise, wide film, formula: 37.1 K
rise, wide film, heat equation: 37.1 K
rise, strip, perfect contact: 36.1 K
rise, strip, imperfect contact: 42.7 K
heat lost, strip, perfect contact: 37 %
heat lost, strip, imperfect contact: 25 %
loss number for 10% loss: 0.146 (no unit)
pulse for 10% loss, wide 20 nm film: 0.045 ns
thickness for 10% loss at 1 ns: 94 nm
current density for 10 K adiabatic: 4.18e+11 A/m2
```
